# The adiabatic biaxial modulus of a cubic (001) film: test program

```python
"""Adiabatic biaxial modulus of a cubic (001) film.

Result under test: M_S = M_T + 2 M_T^2 a^2 T / c
M_T, M_S : isothermal and adiabatic d(in-plane stress)/d(in-plane strain)
a        : linear in-plane expansivity at fixed in-plane stress
T        : absolute temperature
c        : heat capacity per reference volume, at fixed in-plane strain
           and zero normal stress
The film has equal in-plane strains and zero normal stress throughout.
"""
import numpy as np
from mpmath import mp, mpf, exp, log
from scipy.constants import Stefan_Boltzmann
from scipy.special import jn_zeros

mp.dps = 50


# ---------- anharmonic model crystal: GPa and K ----------
def free_energy(ex, ey, ez, temp):
    trace = ex + ey + ez
    squares = ex**2 + ey**2 + ez**2
    static = 4*squares + 6*(ex*ey + ey*ez + ez*ex) - 3*trace**3
    theta = 150*exp(-mpf(3)/2*trace - squares/2)
    vibration = theta/2 + temp*log(1 - exp(-theta/temp))
    return static + mpf('0.0012')*vibration


TINY = mpf('1e-12')


def secant(function, start, step, tolerance):
    x0, x1 = start, start + step
    f0, f1 = function(x0), function(x1)
    for _ in range(60):
        x2 = x1 - f1*(x1 - x0)/(f1 - f0)
        if abs(x2 - x1) < tolerance:
            return x2
        x0, f0, x1, f1 = x1, f1, x2, function(x2)
    raise RuntimeError("root search did not converge")


def normal_strain(e, temp):
    def normal_stress(ez):
        return (free_energy(e, e, ez + TINY, temp)
                - free_energy(e, e, ez - TINY, temp))/(2*TINY)
    return secant(normal_stress, mpf('0.03'), mpf('0.001'), mpf('1e-24'))


def stress(e, temp):
    ez = normal_strain(e, temp)
    return (free_energy(e + TINY, e, ez, temp)
            - free_energy(e - TINY, e, ez, temp))/(2*TINY)


def entropy_at(e, ez, temp):
    return -(free_energy(e, e, ez, temp + TINY)
             - free_energy(e, e, ez, temp - TINY))/(2*TINY)


def entropy(e, temp):
    return entropy_at(e, normal_strain(e, temp), temp)


def strain_at_stress(target, temp, guess):
    return secant(lambda e: stress(e, temp) - target,
                  guess, mpf('0.0001'), mpf('1e-24'))


def measure(e, temp):
    """Return the film's thermodynamic derivatives from their definitions."""
    h, dt = mpf('1e-8'), mpf('1e-5')
    sigma, s0 = stress(e, temp), entropy(e, temp)
    ez = normal_strain(e, temp)
    m_t = (stress(e + h, temp) - stress(e - h, temp))/(2*h)
    e_hot = strain_at_stress(sigma, temp + dt, e)
    e_cold = strain_at_stress(sigma, temp - dt, e)
    expansivity = (e_hot - e_cold)/(2*dt)
    c_film = temp*(entropy(e, temp + dt) - entropy(e, temp - dt))/(2*dt)
    c_stress = temp*(entropy(e_hot, temp + dt)
                     - entropy(e_cold, temp - dt))/(2*dt)
    c_clamped = temp*(entropy_at(e, ez, temp + dt)
                      - entropy_at(e, ez, temp - dt))/(2*dt)
    t_plus, t_minus = [
        secant(lambda t, strain=strain: entropy(strain, t) - s0,
               temp, mpf('0.01'), mpf('1e-18'))
        for strain in (e + h, e - h)]
    m_s = (stress(e + h, t_plus) - stress(e - h, t_minus))/(2*h)
    cooling = (t_plus - t_minus)/(2*h)
    heat_slope = temp*(entropy(e + h, temp) - entropy(e - h, temp))/(2*h)
    return dict(sigma=sigma, m_t=m_t, m_s=m_s, a=expansivity, c=c_film,
                c_stress=c_stress, c_clamped=c_clamped,
                cooling=cooling, heat_slope=heat_slope)


def close(x, y, tolerance):
    return abs(x - y) <= tolerance*abs(y)


model_T = mpf(300)
free_strain = strain_at_stress(mpf(0), model_T, mpf('0.03'))
model_states = [measure(free_strain, model_T),
                measure(free_strain + mpf('0.01'), model_T)]
for p in model_states:
    coupling = 2*p['m_t']**2*p['a']**2*model_T
    assert p['m_t'] > 0 and p['c'] > 0
    assert close(p['m_s'] - p['m_t'], coupling/p['c'], 1e-6)
    assert close(p['cooling'], -2*p['m_t']*p['a']*model_T/p['c'], 1e-6)
    assert close(p['heat_slope'], 2*p['m_t']*p['a']*model_T, 1e-6)
    assert close(p['c_stress'] - p['c'],
                 2*p['m_t']*p['a']**2*model_T, 1e-6)
    assert close(p['m_s']/p['m_t'], p['c_stress']/p['c'], 1e-8)
    for wrong in ('c_stress', 'c_clamped'):
        assert not close(p['m_s'] - p['m_t'], coupling/p[wrong], 1e-3)

# Local elastic constants of the stress-free model crystal
e0, d = free_strain, mpf('1e-12')
c11_model = (free_energy(e0 + d, e0, e0, model_T)
             - 2*free_energy(e0, e0, e0, model_T)
             + free_energy(e0 - d, e0, e0, model_T))/d**2
c12_model = (free_energy(e0 + d, e0 + d, e0, model_T)
             - free_energy(e0 + d, e0 - d, e0, model_T)
             - free_energy(e0 - d, e0 + d, e0, model_T)
             + free_energy(e0 - d, e0 - d, e0, model_T))/(4*d**2)
p = model_states[0]
assert close(p['m_t'], c11_model + c12_model
             - 2*c12_model**2/c11_model, 1e-8)
assert close(p['c'] - p['c_clamped'], model_T*p['a']**2
             * (c11_model + 2*c12_model)**2/c11_model, 1e-6)


# ---------- full tensor treatment of a cubic film: SI units ----------
def cubic_tensor(c11, c12, c44):
    one = np.eye(3)
    tensor = c12*np.einsum('ij,kl->ijkl', one, one)
    tensor += c44*(np.einsum('ik,jl->ijkl', one, one)
                   + np.einsum('il,jk->ijkl', one, one))
    for i in range(3):
        tensor[i, i, i, i] += c11 - c12 - 2*c44
    return tensor


def film_response(tensor, axes, expansivity, temp, c_clamped, adiabatic):
    """In-plane stress block and temperature change per unit strain."""
    film = np.einsum('ai,bj,ck,dl,ijkl->abcd', axes, axes, axes, axes,
                     tensor, optimize=True)
    thermal = expansivity*np.einsum('ijkk->ij', film)

    def state(x):
        strain = np.array([[1, 0, x[1]], [0, 1, x[2]], [x[1], x[2], x[0]]])
        sigma = np.einsum('ijkl,kl->ij', film, strain) - thermal*x[3]
        ds = np.sum(thermal*strain) + c_clamped*x[3]/temp
        last = ds if adiabatic else x[3]
        return sigma, np.array([sigma[2, 2], sigma[0, 2], sigma[1, 2], last])

    base = state(np.zeros(4))[1]
    matrix = np.column_stack([state(u)[1] - base for u in np.eye(4)])
    solution = np.linalg.solve(matrix, -base)
    return state(solution)[0][:2, :2], solution[3]


# Rough typical tungsten values and chosen membrane conditions
T = 300.0
C11, C12, C44 = 520e9, 200e9, 160e9
a = 4.5e-6
c_zero_stress = 2.5e6
conductivity, density = 170.0, 19000.0
thickness, radius, strain = 200e-9, 0.5e-3, 1e-4

M_T = C11 + C12 - 2*C12**2/C11
c = c_zero_stress - 2*M_T*a**2*T
M_S = M_T + 2*M_T**2*a**2*T/c
delta_M = M_S - M_T
dT = -2*M_T*a*T*strain/c
heat = 2*M_T*a*T*strain

tungsten = cubic_tensor(C11, C12, C44)
c_clamped = c_zero_stress - T*a**2*np.einsum('iijj->', tungsten)
angle = np.deg2rad(27)
axes_001 = np.array([[np.cos(angle), np.sin(angle), 0],
                     [-np.sin(angle), np.cos(angle), 0], [0, 0, 1]])
iso, _ = film_response(tungsten, axes_001, a, T, c_clamped, False)
adi, dT_slope = film_response(tungsten, axes_001, a, T, c_clamped, True)
assert np.allclose(iso, M_T*np.eye(2), rtol=1e-10, atol=1e-8*M_T)
assert np.allclose(adi, M_S*np.eye(2), rtol=1e-10, atol=1e-8*M_T)
assert np.isclose(adi[0, 0] - iso[0, 0], delta_M, rtol=1e-6)
assert np.isclose(dT_slope*strain, dT, rtol=1e-7)

# A strongly anisotropic tensor also gives an isotropic (001) response
soft = cubic_tensor(8e9, 6e9, 5e9)
soft_stress, _ = film_response(soft, axes_001, a, T, c_clamped, False)
soft_M = (8e9 - 6e9)*(8e9 + 2*6e9)/8e9
assert np.allclose(soft_stress, soft_M*np.eye(2), atol=1e-8*soft_M)

axes_111 = np.array([np.array([1, -1, 0])/np.sqrt(2),
                     np.array([1, 1, -2])/np.sqrt(6),
                     np.array([1, 1, 1])/np.sqrt(3)])
M_111 = film_response(tungsten, axes_111, a, T, c_clamped, False)[0][0, 0]

# ---------- time limits ----------
diffusivity = conductivity/c_zero_stress
bessel_zero = jn_zeros(0, 1)[0]
edge_time = radius**2/(bessel_zero**2*diffusivity)
n = 250
centres, faces = (np.arange(n) + 0.5)/n, np.arange(n + 1)/n
laplace = np.zeros((n, n))
for i in range(n):
    outer = faces[i + 1]*(2 if i == n - 1 else 1)
    laplace[i, i] = (faces[i] + outer)*n**2/centres[i]
    if i > 0:
        laplace[i, i - 1] = -faces[i]*n**2/centres[i]
    if i < n - 1:
        laplace[i, i + 1] = -faces[i + 1]*n**2/centres[i]
slowest_rate = np.min(np.linalg.eigvals(laplace).real)
assert np.isclose(slowest_rate, bessel_zero**2, rtol=1e-3)

sound_speed = np.sqrt((C11 - C12**2/C11)/density)
sound_time = radius/sound_speed
radiation_time = c_zero_stress*thickness/(8*Stefan_Boltzmann*T**3)
supported_time = thickness**2/diffusivity
assert sound_time < edge_time < radiation_time

# ---------- rough sizes of neglected effects ----------
pressure_derivative = 4.0
dilation_per_strain = 2*(1 - C12/C11)
anharmonic_slope = pressure_derivative*dilation_per_strain
anharmonic_change = anharmonic_slope*strain
residual_stress = 1e9
residual_change = anharmonic_slope*residual_stress/M_T
equal_strain = (delta_M/M_T)/anharmonic_slope
porosity, porosity_factor = 0.01, 2.0
porosity_change = porosity*porosity_factor*M_T
surface_modulus = 10.0
surface_change = 2*surface_modulus/thickness
thermal_softening = 1e-4
softening_change = thermal_softening*abs(dT)

# ---------- printed results ----------
print("MODEL CRYSTAL (stress-free, then prestressed)")
for name, p in zip(("free", "prestressed"), model_states):
    print(f"{name}: stress = {float(p['sigma']):.5f} GPa")
    print(f"{name}: M_T = {float(p['m_t']):.6f} GPa")
    print(f"{name}: M_S by constant entropy = {float(p['m_s']):.6f} GPa")
    predicted = p['m_t'] + 2*p['m_t']**2*p['a']**2*model_T/p['c']
    print(f"{name}: M_S by formula = {float(predicted):.6f} GPa")
    print(f"{name}: a = {float(p['a'])*1e6:.3f} 1e-6/K")
    print(f"{name}: c, c_stress, c_clamped = {float(p['c'])*1e3:.5f}, "
          f"{float(p['c_stress'])*1e3:.5f}, "
          f"{float(p['c_clamped'])*1e3:.5f} MJ/(m3 K)")
print("TUNGSTEN MEMBRANE (rough material inputs)")
print(f"T = {T:.0f} K; strain = {strain:.1e}")
print(f"C11, C12, C44 = {C11/1e9:.0f}, {C12/1e9:.0f}, {C44/1e9:.0f} GPa")
print(f"a = {a*1e6:.1f} 1e-6/K")
print(f"zero-stress heat capacity = {c_zero_stress/1e6:.2f} MJ/(m3 K)")
print(f"thickness = {thickness*1e9:.0f} nm; radius = {radius*1e3:.1f} mm")
print(f"conductivity = {conductivity:.0f} W/(m K)")
print(f"density = {density:.0f} kg/m3")
print(f"normal strain / in-plane strain, isothermal = {-2*C12/C11:.4f}")
print(f"c_stress - c = {(c_zero_stress-c)/1e3:.3f} kJ/(m3 K)")
print(f"c = {c/1e6:.5f} MJ/(m3 K)")
print(f"c_clamped = {c_clamped/1e6:.5f} MJ/(m3 K)")
print(f"M_T = {M_T/1e9:.3f} GPa")
print(f"M_S = {M_S/1e9:.3f} GPa")
print(f"M_S from full tensor = {adi[0,0]/1e9:.3f} GPa")
print(f"M_S - M_T = {delta_M/1e9:.3f} GPa")
print(f"(M_S - M_T)/M_T = {100*delta_M/M_T:.3f} %")
print(f"adiabatic temperature change = {dT*1e3:.2f} mK")
print(f"isothermal heat absorbed = {heat/1e3:.2f} kJ/m3")
print(f"isothermal stress = {M_T*strain/1e6:.3f} MPa")
print(f"stress drop on heat return = {delta_M*strain/1e6:.4f} MPa")
print("TIME LIMITS")
print(f"thermal diffusivity = {diffusivity*1e4:.3f} cm2/s")
print(f"in-plane sound crossing time = {sound_time*1e6:.3f} us")
print(f"rim heat-flow time = {edge_time*1e6:.1f} us")
print(f"radiation time, emissivity 1 = {radiation_time*1e3:.1f} ms")
print(f"supported-film thermal time = {supported_time*1e9:.3f} ns")
print("NEGLECTED EFFECTS (rough estimates)")
print(f"assumed bulk-modulus pressure derivative = {pressure_derivative:.0f}")
print(f"anharmonic modulus change = {100*anharmonic_change:.3f} %")
print(f"strain where it equals adiabatic gain = {equal_strain:.2e}")
print(f"change at {residual_stress/1e9:.0f} GPa residual stress = "
      f"{100*residual_change:.2f} %")
print(f"change at {100*porosity:.0f} % porosity, factor "
      f"{porosity_factor:.0f} = {porosity_change/1e9:.1f} GPa")
print(f"surface change, {surface_modulus:.0f} N/m per face = "
      f"{surface_change/1e9:.2f} GPa")
print(f"softening at {thermal_softening:.0e}/K for the film's own "
      f"temperature change = {100*softening_change:.5f} %")
print(f"M_T for (111) = {M_111/1e9:.3f} GPa")
print("success")
```

It prints:

```
MODEL CRYSTAL (stress-free, then prestressed)
free: stress = -0.00000 GPa
free: M_T = 4.000982 GPa
free: M_S by constant entropy = 4.112160 GPa
free: M_S by formula = 4.112160 GPa
free: a = 124.894 1e-6/K
free: c, c_stress, c_clamped = 1.34757, 1.38501, 1.18152 MJ/(m3 K)
prestressed: stress = 0.03994 GPa
prestressed: M_T = 3.985966 GPa
prestressed: M_S by constant entropy = 4.112208 GPa
prestressed: M_S by formula = 4.112208 GPa
prestressed: a = 133.594 1e-6/K
prestressed: c, c_stress, c_clamped = 1.34769, 1.39037, 1.18184 MJ/(m3 K)
TUNGSTEN MEMBRANE (rough material inputs)
T = 300 K; strain = 1.0e-04
C11, C12, C44 = 520, 200, 160 GPa
a = 4.5 1e-6/K
zero-stress heat capacity = 2.50 MJ/(m3 K)
thickness = 200 nm; radius = 0.5 mm
conductivity = 170 W/(m K)
density = 19000 kg/m3
normal strain / in-plane strain, isothermal = -0.7692
c_stress - c = 6.879 kJ/(m3 K)
c = 2.49312 MJ/(m3 K)
c_clamped = 2.48323 MJ/(m3 K)
M_T = 566.154 GPa
M_S = 567.716 GPa
M_S from full tensor = 567.716 GPa
M_S - M_T = 1.562 GPa
(M_S - M_T)/M_T = 0.276 %
adiabatic temperature change = -61.31 mK
isothermal heat absorbed = 152.86 kJ/m3
isothermal stress = 56.615 MPa
stress drop on heat return = 0.1562 MPa
TIME LIMITS
thermal diffusivity = 0.680 cm2/s
in-plane sound crossing time = 0.104 us
rim heat-flow time = 635.7 us
radiation time, emissivity 1 = 40.8 ms
supported-film thermal time = 0.588 ns
NEGLECTED EFFECTS (rough estimates)
assumed bulk-modulus pressure derivative = 4
anharmonic modulus change = 0.049 %
strain where it equals adiabatic gain = 5.60e-04
change at 1 GPa residual stress = 0.87 %
change at 1 % porosity, factor 2 = 11.3 GPa
surface change, 10 N/m per face = 0.10 GPa
softening at 1e-04/K for the film's own temperature change = 0.00061 %
M_T for (111) = 566.154 GPa
success
```
